# Nonnegative regularised deconvolution of rinse-tank tracer records with a bypass

If a rinse tank's residence-time distribution is computed by plain least squares from inlet and outlet conductivities, noise that looks harmless in the records can spoil the answer. In the synthetic case below, the noise is 0.5% of the inlet peak, yet the recovered density is wrong by 32% in relative root-mean-square norm. Smoothing the whole distribution is no cure, because it smears out the sharp arrival of bypassed water. The scheme here treats that arrival separately, smooths the rest, and corrects for noise in the inlet record.

## Model and conventions

Let \(x(t)\) and \(y(t)\) be the inlet and outlet conductivities above a known feed-water baseline. Flow is steady, conductivity is proportional to tracer concentration, and no tracer is present before \(t=0\). Then

\[
y(t)=\int_0^\infty E(s)\,x(t-s)\,ds,\qquad E(s)\ge0 .
\]

The quantity \(E(s)ds\) is the fraction of the flow that leaves between \(s\) and \(s+ds\) after entering. If no tracer is lost, \(\int E\,ds=1\). This is not imposed, so that the recovered mass can serve as a check.

The synthetic tank has total flow \(Q\). A fraction \(b\) bypasses the stirred volume \(V\) and arrives after a delay \(d\). With \(c\) the conductivity in the stirred volume, the tracer balance is

\[
V\frac{dc}{dt}=(1-b)Q(x-c),\qquad \tau=\frac{V}{(1-b)Q}.
\]

Dividing by \(V\) and multiplying by \(e^{t/\tau}\) gives \(d(e^{t/\tau}c)/dt=e^{t/\tau}x/\tau\). Integration from an empty start gives

\[
c(t)=\int_0^\infty \frac{e^{-s/\tau}}{\tau}x(t-s)\,ds .
\]

The streams mix in proportion to their flows, \(y(t)=b\,x(t-d)+(1-b)c(t)\), so

\[
E(s)=b\,\delta(s-d)+\frac{1-b}{\tau}e^{-s/\tau}.
\]

Its mean is \(bd+(1-b)\tau=bd+V/Q\), the total liquid volume, including \(bQd\) in the bypass, divided by the flow. As \(b\to0\) this is the ordinary stirred tank. As \(b\to1\) the mean stays finite while \(\tau\) diverges: a normal mean residence time does not show that the tank is well rinsed.

The inversion does not use the exponential. It assumes one sharp arrival and a smooth nonnegative density \(e(s)\).

## Discretisation

Samples are \(\Delta t=1\) s apart. Expand the density in hat functions \(\phi_j\) with knots \(s_j=jh\), and use the dimensionless unknowns \(u_j=h\,e(s_j)\):

\[
e(s)=\sum_j\frac{u_j}{h}\phi_j(s).
\]

The trapezoid rule then gives

\[
y_i\simeq b\,x_{i-q}+\sum_{k,j}a_k\frac{\Delta t}{h}\phi_j(k\Delta t)\,x_{i-k}u_j,
\]

where \(q=d/\Delta t\), and \(a_k=1\) except for \(a_k=1/2\) at the two ends of the lag window. Collect the unknowns as \(w=(b,u_0,u_1,\ldots)\). The matrix \(K\) has a single one at lag \(q\) in its first column and the hat weights in the others. With \(T_{ik}=x_{i-k}\) for \(k\le i\), and zero otherwise,

\[
y\simeq Xw,\qquad X=TK .
\]

Second differences measure roughness. For a smooth density,

\[
u_{j-1}-2u_j+u_{j+1}\simeq h\,[h^2e''(s_j)]=h^3e''(s_j).
\]

Squaring, summing and replacing \(\sum_j h\) by an integral gives

\[
\lambda\sum_j(u_{j-1}-2u_j+u_{j+1})^2
\simeq\lambda h^5\int(e'')^2ds .
\]

Write the left side as \(\lambda w^TPw\), where \(P\) has zeros in the row and column of the bypass atom. To keep nearly the same penalty on another fine mesh, \(\lambda\) should scale as \(h^{-5}\).

## Noise in the inlet record

Write the measured matrix as \(X=X_0+\Delta\), where \(\Delta\) comes from independent inlet errors \(\xi_i\) of variance \(\sigma_x^2\):

\[
\Delta_{ij}=\sum_{k\le i}K_{kj}\,\xi_{i-k}.
\]

Since \(\langle\xi_{i-k}\xi_{i-m}\rangle=\sigma_x^2\delta_{km}\),

\[
\langle\Delta_{ij}\Delta_{il}\rangle=\sigma_x^2\sum_{k\le i}K_{kj}K_{kl}.
\]

Now sum over the \(N\) samples. Lag \(k\) occurs for \(i=k,\ldots,N-1\), which is \(N-k\) times. The terms linear in \(\Delta\) average to zero, leaving

\[
\langle X^TX\rangle=X_0^TX_0+\sigma_x^2G,\qquad
G_{jl}=\sum_k(N-k)K_{kj}K_{kl}.
\]

The lag window is shorter than the record, so no weight is negative. Inlet and outlet errors are independent, so \(\langle X^Ty\rangle=X_0^Ty_0\) has no such extra term, \(y_0\) being the clean outlet. The surplus in \(X^TX\) therefore biases the fit. With a single atom column and no penalty, replacing the matrices by their averages gives

\[
\hat b\simeq b\,\frac{S_0}{S_0+\sigma_x^2G_{00}}<b,\qquad S_0=(X_0^TX_0)_{00}.
\]

With several columns the sign is not fixed by this argument, but the remedy is the same: subtract the surplus.

\[
H=X^TX-\sigma_x^2G+\lambda P,\qquad r=X^Ty .
\]

The subtraction removes the average surplus, not its fluctuation in one record.

## Constrained minimum

The estimate minimises \(J(w)=w^THw-2w^Tr\) over \(w\ge0\). If \(H\) is positive definite, factor it as \(H=R^TR\) and solve \(R^Tz=r\). Then

\[
\|Rw-z\|^2=w^THw-2w^TR^Tz+z^Tz=J(w)+z^Tz .
\]

The last term does not depend on \(w\), so a standard nonnegative least-squares solver applies. Half the gradient of \(J\) is \(g=Hw-r\). A positive component can move both ways, so its \(g_j\) must vanish. A zero component can only rise, so its \(g_j\) must not be negative. Because \(J\) is convex, these conditions are also sufficient. They should be checked after each production fit.

## Choosing the penalty and the bypass lag

Let the outlet noise \(\varepsilon\) be Gaussian with variance \(\sigma_y^2\), so \(y=y_0+\varepsilon\). Hold \(X\), \(\lambda\) and the lag fixed, and let \(\hat y=Xw\). Expanding the residual,

\[
\|y-\hat y\|^2=\|y_0-\hat y\|^2+2\varepsilon^T(y_0-\hat y)+\|\varepsilon\|^2 .
\]

Take averages, using \(\langle\varepsilon^Ty_0\rangle=0\) and \(\langle\|\varepsilon\|^2\rangle=N\sigma_y^2\):

\[
\langle\|\hat y-y_0\|^2\rangle=\langle\|y-\hat y\|^2\rangle-N\sigma_y^2+2\langle\varepsilon^T\hat y\rangle .
\]

For a Gaussian density \(p\), \(\varepsilon_ip=-\sigma_y^2\,\partial p/\partial\varepsilon_i\). Integration by parts therefore gives \(\langle\varepsilon_i\hat y_i\rangle=\sigma_y^2\langle\partial\hat y_i/\partial y_i\rangle\).

Let \(F\) be the set of positive coefficients. While \(F\) stays the same, \(w_F=H_{FF}^{-1}X_F^Ty\), so

\[
\nu=\sum_i\frac{\partial\hat y_i}{\partial y_i}
=\mathrm{tr}(X_FH_{FF}^{-1}X_F^T)
=\mathrm{tr}[H_{FF}^{-1}(X^TX)_{FF}].
\]

The solution is continuous where \(F\) changes, so these changes add no jump terms. The score

\[
C=\|y-\hat y\|^2-N\sigma_y^2+2\sigma_y^2\nu
\]

is thus an unbiased estimate of the summed squared error in predicting the clean outlet from the measured inlet. It is unbiased for settings fixed in advance; the minimum of many scores tends to be optimistic.

The lag with the lowest score is chosen. At that lag, the largest \(\lambda\) with \(C\le C_{\min}+2\sigma_y^2\) is taken. This margin is a heuristic that favours a smoother density when the predictions are nearly as good.

## Pseudocode

```
input x, y, sigma_x, sigma_y, h, trial lags, trial lambdas
for each lag q:
    build K, X = T(x) K, S = X'X, r = X'y, G, P
    for each lambda:
        H = S - sigma_x^2 G + lambda P
        factor H = R'R; if this fails, reject lambda
        solve R'z = r
        w = argmin |R w - z|^2 subject to w >= 0
        F = positive entries of w
        nu = trace(inverse(H_FF) S_FF)
        C = |y - X w|^2 - N sigma_y^2 + 2 sigma_y^2 nu
choose q with the smallest C
choose the largest lambda with C <= C_min + 2 sigma_y^2
check the gradient conditions, total mass and residual
```

## Cost and stability

For \(N\) samples, \(L\) lags and \(m\) unknowns, the direct product \(TK\) costs \(NLm\) multiply-adds. Here that is \(900\times701\times72\simeq4.5\times10^7\) per trial lag. Forming \(X^TX\) takes about \(Nm^2\), and each factorisation about \(m^3/6\). The nonnegative solver adds a cost that depends on how often its active set changes. Nine lags and fifteen penalties require 135 constrained fits.

The dose limits the resolution. For \(x=A(t/\theta)e^{1-t/\theta}\), the Fourier integral gives

\[
|\tilde x(\omega)|=\left|\frac{Ae\theta}{(1+i\omega\theta)^2}\right|=\frac{Ae\theta}{1+\omega^2\theta^2}.
\]

An alternating pattern on 10 s knots has \(\omega=\pi/h=0.314\ \mathrm{s^{-1}}\). With \(\theta=8\) s, the denominator is \(1+2.51^2=7.3\). The dose thus excites that pattern at about one seventh of its low-frequency amplitude. A slower dose makes it weaker still, and refining the knots does not restore the missing information.

If the inlet noise rivals the excitation in some pattern, subtracting \(\sigma_x^2G\) can make \(H\) indefinite. A failed factorisation then signals too little information or an overestimated \(\sigma_x\). A larger dose helps. So does a larger \(\lambda\), except for combinations of the bypass atom and a straight-line density, which the penalty does not touch. A sharper dose also helps, provided it still carries enough tracer: at a fixed peak, the low-frequency amplitude \(Ae\theta\) falls with \(\theta\).

## Worked example

The tank has \(V=40\) L, \(Q=0.5\) L/s, \(b=0.20\) and \(d=3\) s. Hence \(\tau=40/(0.8\times0.5)=100\) s, and the mean time is \(0.8\times100+0.2\times3=80.6\) s. The dose peaks at \(A=1000\) µS/cm, and both probes have noise of 5 µS/cm. The outlet is generated by integrating the tank balance in time, not from \(X\); its moments also give 80.60 s.

The scan selects the correct lag, 3 s. The next-best lag has a score higher by \(95\sigma_y^2\). Along the penalty scan at 3 s, \(C/\sigma_y^2\) is 103 at \(\lambda=10^4\), 74 at \(10^8\) and 638 at \(10^{11}\), with \(\lambda\) in (µS/cm)². A weak penalty leaves more freedom to fit noise; a very strong one suppresses curvature that the data require, and in the limit leaves only a straight line. The rule selects \(3.2\times10^8\) (µS/cm)², with \(\nu=13.6\). Finite changes of \(r\), combined by the chain rule, reproduce this \(\nu\).

The main results are:

- bypass fraction 0.206, against 0.200;
- total mass 1.001, against 1;
- mean time 79.0 s, against 80.6 s;
- stirred-tank time, taken as the mean lag of the density without the atom, 98.7 s, against 100 s.

The mean time implies a volume of \(79.0\times0.5=39.5\) L, against 40.3 L including the bypass. The relative density error over the knots is 3.0%. Smoothing without the sign constraint also gives 3.0%, whereas the constraint without smoothing or inlet correction gives 30%. The errors without smoothing vary widely between records: over 80 records they average about 45%, with or without the constraint, and range from 13% to 87%, while the full method stays between 2% and 5%. Here smoothing supplies the accuracy; the constraint keeps the density physically admissible. The far tail remains weakly determined: at 500 s the density is \(0.020\times10^{-3}\ \mathrm{s^{-1}}\), against a true \(0.054\times10^{-3}\ \mathrm{s^{-1}}\).

The residual gives a further check. For nearly correct coefficients it is \(\varepsilon-\Delta w\). Apart from the start of the record and the flexibility of the fit, its variance is \(\sigma_y^2+\sigma_x^2\sum_k(Kw)_k^2\). This predicts \(1.049\sigma_y^2\), and the fit has \(1.052\sigma_y^2\). The sampling scatter of such a mean square is about \(\sqrt{2/900}\simeq0.05\) of its value, so agreement this close is partly luck. Removing the atom at the same \(\lambda\) raises the residual to \(10.5\sigma_y^2\), so a density this smooth cannot imitate the bypass. With a much weaker penalty it nearly can: at \(\lambda=10^4\) (µS/cm)² the residual without the atom is only \(1.17\sigma_y^2\), although its score \(C\approx240\sigma_y^2\) is still well above the \(74\sigma_y^2\) reached with the atom. Separating the bypass from the tank therefore relies on the assumed smoothness as well as on the data.

Forty new noisy records, with lag and \(\lambda\) held fixed, give a bypass of 0.2037 with standard deviation 0.0016. The standard error of that average is \(0.0016/\sqrt{40}=0.00025\), so the offset of 0.0037 is a bias, not scatter. Another 80 records give 0.2042 with standard deviation 0.0023, so the scatter is best quoted as about 0.002. It comes from the penalty: with noise-free records the offset is 0.0041 at this \(\lambda\), but only 0.00005 at \(\lambda=10^4\) (µS/cm)². The penalty flattens the curvature of the early decay. The recovered density at zero lag is then too low, 7.57 against \(8.00\times10^{-3}\ \mathrm{s^{-1}}\) in the example, and the atom can take up some of the missing early mass. The scatter alone therefore understates the error in \(b\). The mean time scatters by 2.2 s in the forty records and by 2.6 s in the eighty.

The inlet correction matters more when that probe is noisier. At 20 µS/cm, with the other settings fixed, the uncorrected bypass averages 0.0108 below the value from a clean inlet. After correction the difference is \(-0.0001\pm0.0002\). Since the surplus scales as \(\sigma_x^2\), the leading-order bias at 5 µS/cm is sixteen times smaller, about 0.0007. That is below the offset of 0.0037 found above.

Halving the knot spacing to 5 s while multiplying \(\lambda\) by \(2^5=32\) moves the mean by 0.007 s and the bypass by less than \(10^{-5}\). The remaining error therefore does not come from the knot spacing. The finite lag window does contribute to the error in the mean: with noise-free records the fit gives 80.1 s with the 700 s window and 80.4 s with an 800 s one, against a true 80.6 s. A longer window is not a free cure, however. In 80 noisy records, extending it to 800 s left the scatter of the mean almost unchanged (2.6 against 2.7 s) but raised its average from 80.7 to 81.8 s, further from the true value.

## Failure modes and the real tank

The example resembles an overflow rinse tank on a wafer wet bench, with round, rough values for volume and flow. The bypass fraction is an assumption, not a measured property of such tanks. A potassium chloride dose of this size is far above normal rinse-water conductivity and belongs in a commissioning trial without product wafers. Real tanks can break the assumptions of a sharp bypass, steady mixing and ideal probes. The shifts below were found by altering the same noisy record, with lag and \(\lambda\) held fixed.

**Slow outlet probe.** A 2 s response at the outlet alone lowers the bypass by 0.049, a quarter of its value, and raises the mean by 1.4 s. Among the effects below, only a bypass arrival spread over about 20 s changes the bypass more. Scanning the lag again at the same \(\lambda\) selects 5 s instead of 3 s; this halves the shift in the bypass to 0.024 but increases the shift in the mean to 2.0 s. If both probes have the same linear response \(p\), then \(p*y=p*(E*x)=E*(p*x)\), with \(*\) denoting convolution, and the response cancels. Matched probes are therefore better than one fast and one slow probe.

**Baseline offset.** An outlet offset of 1 µS/cm raises the mass by 0.033 and the mean by 8.5 s; an offset of −1 µS/cm lowers the mean by about 5.5 s. Such an offset is small at any instant but persists to long lags, where it carries a large time weight. The baseline must be known to well below the noise of a single reading.

**Calibration and chemistry.** A temperature difference of 0.5 K, at a rough 2% per kelvin, changes the outlet gain by 1%. The mass shifts by 0.010 and the mean is unchanged. Potassium chloride conductivity also falls below proportionality as concentration rises. With rough coefficients and a peak of 6.7 mmol/L, this raises the mass by 0.025 and the bypass by 0.006. Converting both readings to concentration first addresses this error.

**Bypass timing.** A true delay of 3.5 s, fitted at 3 s, lowers the bypass by 0.006. If the arrival is spread evenly over 1–5 s, a single atom at 3 s still serves: with noise-free records the bypass is only about 0.004 lower than for a sharp arrival. An arrival spread over about 20 s needs several early atoms or a finite-width kernel, because a single atom at the mean delay recovers only 0.12 of the true 0.20. In repeated synthetic records, an arrival spread over 1–5 s and fitted with a kernel of the right shape is separated from the tank density about as well as a sharp one. For an arrival spread over about 20 s, the scatter in the bypass fraction is about a third larger, and at the same \(\lambda\) the offset in the bypass grows from 0.004 to about 0.012.

**Buoyancy.** For a rough density coefficient and a depth of 0.4 m, inlet water at the dose peak has a buoyant speed \(\sqrt{g(\Delta\rho/\rho)D}\) of about 3.5 cm/s, where \(D\) is the depth and \(\Delta\rho/\rho\) the relative density excess. An inlet jet of 10 cm² area runs at 50 cm/s. The jet is faster, but this comparison does not prove good mixing in the corners or between wafers.

## Using the result for rinsing

Suppose the feed is clean and no more contamination enters. In the stirred-tank model the contents then decay as \(e^{-t/\tau}\), and a hundredfold dilution takes \(\tau\ln100\). The recovered \(\tau\) gives \(98.7\times4.605=455\) s, about 7.6 min, against a true 461 s. The same tank without bypass would need 368 s.

The outlet probe is optimistic in this situation. Once clean bypass water reaches it, \(y=(1-b)c\), so the outlet reads 20% below the tank. It falls to 1% of the initial tank value after \(100\ln(0.8\times100)=438\) s, while the tank itself needs 461 s. This estimate does not cover contaminants that leave wafer surfaces slowly or remain in stagnant pockets. The numerical output that follows lists the main computed values.

## Computed results

```
volume 40 L, flow 0.5 L/s, V/Q 80.0 s
true bypass 0.20, delay 3.0 s, tau 100.0 s
dose peak 1000 uS/cm, dose time 8 s
noise inlet 5, outlet 5 uS/cm
record 900 s, lag window 700 s, knots 10 s
mean time: volume rule 80.60, moments 80.60 s
slow probe moment shift 1.976 s
chosen lag 3 s, next lag's risk higher by 95.4 sig_y^2
chosen lambda 3.16e+08 (uS/cm)^2
  lambda 1e+04: risk/sig_y^2 102.93
  lambda 1e+05: risk/sig_y^2 88.56
  lambda 1e+06: risk/sig_y^2 83.50
  lambda 1e+07: risk/sig_y^2 79.27
  lambda 1e+08: risk/sig_y^2 74.16
  lambda 1e+09: risk/sig_y^2 79.88
  lambda 1e+10: risk/sig_y^2 144.00
  lambda 1e+11: risk/sig_y^2 637.73
degrees of freedom 13.600, by finite changes 13.600
Stein ensemble: covariance 14.18, dof 13.53
residual/sig_y^2 1.052, expected 1.049
same without bypass atom 10.52
recovered bypass 0.2061, total mass 1.0013
recovered mean time 79.01 s, stirred time 98.71 s
density in 1e-3/s: lag, recovered, true
    0 s   7.569   8.000
   50 s   4.875   4.852
  100 s   2.987   2.943
  200 s   1.081   1.083
  300 s   0.398   0.398
  500 s   0.020   0.054
relative density error: full method 0.030
  plain 0.317, nonnegative only 0.298
  smoothing only 0.030
40 records, bypass 0.2037 sd 0.0016
  mass 1.0012 sd 0.0085
  mean time 80.84 sd 2.23 s
inlet noise 20 uS/cm: bypass bias raw -0.01076
  corrected -0.00008, standard error 0.00024
knots 5 s: bypass -0.00000, mass +0.00001, mean +0.007 s
neglected effects: shift of bypass, mass, mean time (s)
  curved conductivity: +0.0059 +0.0251 +0.43
  0.5 K probe difference: +0.0020 +0.0100 -0.00
  2 s outlet probe: -0.0493 +0.0066 +1.37
  1 uS/cm outlet offset: +0.0007 +0.0329 +8.51
  half-sample delay: -0.0056 +0.0025 -0.12
peak tracer 6.7 mmol/L
buoyant speed 3.5 cm/s, inlet jet 50 cm/s
hundredfold dilution: recovered 455 s, true 461 s
  without bypass 368 s
```
